# Why atomic masses cancel from classical vibrational entropy differences: test program

```python
"""Classical vibrational entropy and the logarithmic mean frequency.

Result under test, for a stable harmonic crystal in the classical limit:
    S/k per atom = 3*(1 + ln(kT/(hbar*w_log))),   w_log = sqrt(K_log/M_log)
w_log: geometric mean of the mode frequencies
K_log: geometric mean of the force-constant eigenvalues (contains no mass)
M_log: geometric mean of the atomic masses
Hence two phases made of the same atoms differ in entropy per atom by
    (S2 - S1)/k = 1.5*ln(K_log1/K_log2), free of masses, hbar and temperature.
Hartree atomic units (hbar = 1); entropies in units of k.
"""
from itertools import product
import numpy as np
from scipy import constants as const

# ---------- model: compound AB in two crystal structures ----------
MASS_A, MASS_B = 20000.0, 100000.0          # electron masses
KT_HIGH, KT_LOW = 0.005, 0.001              # hartree
# springs in hartree/bohr^2: A-B nearest, A-A second, B-B second neighbours
SPRINGS = {"six": (0.040, 0.004, 0.008), "eight": (0.025, 0.010, 0.004)}
# primitive cell, position of B, A-B distance, like-atom distance (cube edge 1)
GEOMETRY = {
    "six": (np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]]),
            np.array([.5, 0, 0]), 0.5, np.sqrt(0.5)),
    "eight": (np.eye(3), np.array([.5, .5, .5]), np.sqrt(0.75), 1.0)}
PHASES = ("six", "eight")


def find_bonds(phase):
    """Directed bonds: atom i, atom j, cell offset, spring * projector."""
    cell, pos_b, d_unlike, d_like = GEOMETRY[phase]
    k_ab, k_aa, k_bb = SPRINGS[phase]
    basis = [np.zeros(3), pos_b]
    found = []
    for i, j in product(range(2), repeat=2):
        for offset in product(range(-2, 3), repeat=3):
            vec = basis[j] + np.array(offset) @ cell - basis[i]
            dist = np.linalg.norm(vec)
            target = d_like if i == j else d_unlike
            if abs(dist - target) < 1e-8:
                spring = k_ab if i != j else (k_aa, k_bb)[i]
                unit = vec / dist
                found.append((i, j, np.array(offset),
                              spring * np.outer(unit, unit)))
    return found


BONDS = {phase: find_bonds(phase) for phase in PHASES}
assert len(BONDS["six"]) == 2 * (6 + 12)
assert len(BONDS["eight"]) == 2 * (8 + 6)


def q_mesh(n, shift=0.5):
    line = (np.arange(n) + shift) / n
    return np.array(np.meshgrid(line, line, line)).reshape(3, -1).T


def bloch_force_constants(phase, q):
    phi = np.zeros((len(q), 6, 6), dtype=complex)
    for i, j, offset, block in BONDS[phase]:
        a, b = slice(3 * i, 3 * i + 3), slice(3 * j, 3 * j + 3)
        phi[:, a, a] += block
        phi[:, a, b] -= np.exp(2j * np.pi * (q @ offset))[:, None, None] * block
    return phi


def squared_frequencies(phi, masses):
    w = np.repeat(masses, 3) ** -0.5
    return np.linalg.eigvalsh(phi * w[:, None] * w[None, :])


def k_log(phi):
    return np.exp(np.linalg.slogdet(phi)[1].mean() / 6)


def classical_entropy(freq, kt):
    return (1 - np.log(freq / kt)).sum(axis=1).mean() / 2


def quantum_mode_entropy(x):
    return x / np.expm1(x) - np.log(-np.expm1(-x))


def quantum_entropy(freq, kt):
    return quantum_mode_entropy(freq / kt).sum(axis=1).mean() / 2


# ---------- test: entropy from the classical phase-space integral ----------
phi2 = np.array([[0.06, -0.02], [-0.02, 0.05]])
mass2 = np.array([MASS_A, MASS_B])
grid = np.linspace(-7, 7, 41)
q_unit = np.sqrt(KT_HIGH / np.linalg.eigvalsh(phi2)[0])
p_unit = np.sqrt(mass2 * KT_HIGH)
x1, x2, p1, p2 = np.meshgrid(grid * q_unit, grid * q_unit, grid * p_unit[0],
                             grid * p_unit[1], indexing="ij", sparse=True)
energy = (0.5 * (phi2[0, 0] * x1**2 + 2 * phi2[0, 1] * x1 * x2
                 + phi2[1, 1] * x2**2)
          + p1**2 / (2 * mass2[0]) + p2**2 / (2 * mass2[1]))
weight = np.exp(-energy / KT_HIGH)
volume = (grid[1] - grid[0])**4 * q_unit**2 * p_unit.prod()
partition = weight.sum() * volume / (2 * np.pi)**2
s_integral = (np.log(partition)
              + (energy * weight).sum() / weight.sum() / KT_HIGH)
freq2 = np.sqrt(np.linalg.eigvalsh(phi2 / np.sqrt(np.outer(mass2, mass2))))
s_modes = np.sum(1 + np.log(KT_HIGH / freq2))
assert abs(s_integral - s_modes) < 1e-7
del energy, weight

# ---------- test: quantum mode entropy and its high-temperature series ------
for x in (0.2, 1.0, 3.0):
    prob = np.exp(-x * np.arange(400))
    prob /= prob.sum()
    prob = prob[prob > 0]
    s_levels = -np.sum(prob * np.log(prob))
    assert abs(s_levels - quantum_mode_entropy(x)) < 1e-11
    if x == 0.2:
        remainder = s_levels - (1 - np.log(x) + x**2 / 24)
        assert abs(remainder / (-x**4 / 960) - 1) < 0.01

# ---------- test: real-space supercell, Bloch spectrum, zero modes ----------
n_super = 3
cells = list(product(range(n_super), repeat=3))
cell_index = {c: m for m, c in enumerate(cells)}
for phase in PHASES:
    n_atoms = 2 * len(cells)
    phi_super = np.zeros((3 * n_atoms, 3 * n_atoms))
    for c in cells:
        for i, j, offset, block in BONDS[phase]:
            other = tuple(int(v) for v in (np.array(c) + offset) % n_super)
            a = 3 * (2 * cell_index[c] + i)
            b = 3 * (2 * cell_index[other] + j)
            phi_super[a:a + 3, a:a + 3] += block
            phi_super[a:a + 3, b:b + 3] -= block
    m_atoms = np.tile([MASS_A, MASS_B], len(cells))
    eig_d = squared_frequencies(phi_super, m_atoms)
    eig_phi = np.linalg.eigvalsh(phi_super)
    bloch = squared_frequencies(
        bloch_force_constants(phase, q_mesh(n_super, 0.0)), [MASS_A, MASS_B])
    assert np.allclose(eig_d, np.sort(bloch.ravel()), rtol=0,
                       atol=1e-10 * eig_d[-1])
    assert abs(eig_d[2]) < 1e-10 * eig_d[-1] and eig_d[3] > 1e-4 * eig_d[-1]
    left = np.log(eig_d[3:]).sum()
    right = (np.log(eig_phi[3:]).sum() + 3 * np.log(m_atoms.mean())
             - 3 * np.log(m_atoms).sum())
    assert abs(left - right) < 1e-7

# ---------- the two phases, with the original and a doubled mass of A -------
N_MESH = 24
mesh = q_mesh(N_MESH)
phi_q = {p: bloch_force_constants(p, mesh) for p in PHASES}
K = {p: k_log(phi_q[p]) for p in PHASES}
ds_formula = 1.5 * np.log(K["six"] / K["eight"])


def frequencies(phase, masses):
    squares = squared_frequencies(phi_q[phase], masses)
    assert squares.min() > 0
    return np.sqrt(squares)


mass_sets = {"original": (MASS_A, MASS_B), "doubled": (2 * MASS_A, MASS_B)}
freq = {(p, s): frequencies(p, m)
        for p in PHASES for s, m in mass_sets.items()}
w_log = {key: np.exp(np.log(f).mean()) for key, f in freq.items()}
s_cl = {key: classical_entropy(f, KT_HIGH) for key, f in freq.items()}
ds_cl, ds_mean, ds_q = {}, {}, {}
for s, masses in mass_sets.items():
    for p in PHASES:
        predicted = np.sqrt(K[p] / np.sqrt(masses[0] * masses[1]))
        assert abs(w_log[p, s] / predicted - 1) < 1e-9
        assert abs(s_cl[p, s] - 3 * (1 + np.log(KT_HIGH / predicted))) < 1e-8
    ds_cl[s] = s_cl["eight", s] - s_cl["six", s]
    assert abs(ds_cl[s] - ds_formula) < 1e-8
    ds_mean[s] = 3 * np.log(freq["six", s].mean() / freq["eight", s].mean())
    for kt in (KT_HIGH, KT_LOW):
        ds_q[s, kt] = (quantum_entropy(freq["eight", s], kt)
                       - quantum_entropy(freq["six", s], kt))
shift = {p: s_cl[p, "doubled"] - s_cl[p, "original"] for p in PHASES}
for p in PHASES:
    assert abs(shift[p] - 0.75 * np.log(2)) < 1e-8
# the arithmetic mean and the low-temperature entropy do feel the mass
assert abs(ds_mean["doubled"] - ds_mean["original"]) > 1e-3
assert abs(ds_q["doubled", KT_LOW] - ds_q["original", KT_LOW]) > 1e-3

# ---------- test: leading quantum correction from on-site constants ---------
def onsite_trace(phase, masses):
    n_unlike, n_like = {"six": (6, 12), "eight": (8, 6)}[phase]
    k_ab, k_aa, k_bb = SPRINGS[phase]
    return ((n_unlike * k_ab + n_like * k_aa) / masses[0]
            + (n_unlike * k_ab + n_like * k_bb) / masses[1])


def leading_correction(s, kt):
    change = (onsite_trace("eight", mass_sets[s])
              - onsite_trace("six", mass_sets[s]))
    return change / (24 * kt**2) / 2


kt_test = 0.02
for s in mass_sets:
    actual = (quantum_entropy(freq["eight", s], kt_test)
              - quantum_entropy(freq["six", s], kt_test) - ds_cl[s])
    # the next term of the series is below 0.2 percent at this temperature
    assert abs(actual / leading_correction(s, kt_test) - 1) < 2e-3

# ---------- test: compound against separate elemental phases ----------------
def separation_entropy(mass_a):
    """Elements in the eight structure minus compound in the six structure."""
    pure_a = classical_entropy(frequencies("eight", (mass_a, mass_a)), KT_HIGH)
    pure_b = classical_entropy(frequencies("eight", (MASS_B, MASS_B)), KT_HIGH)
    mixed = classical_entropy(frequencies("six", (mass_a, MASS_B)), KT_HIGH)
    return 0.5 * (pure_a + pure_b) - mixed


sep_original = separation_entropy(MASS_A)
sep_doubled = separation_entropy(2 * MASS_A)
assert abs(sep_original - sep_doubled) < 1e-8

# ---------- test: mesh refinement ----------
K_fine = {p: k_log(bloch_force_constants(p, q_mesh(2 * N_MESH)))
          for p in PHASES}
ds_fine = 1.5 * np.log(K_fine["six"] / K_fine["eight"])
assert abs(ds_fine - ds_formula) < 5e-4

# ---------- output ----------
kelvin = const.physical_constants["Hartree energy"][0] / const.k
print(f"mass A, mass B (m_e): {MASS_A:.0f}, {MASS_B:.0f}")
for p in PHASES:
    print(f"{p}: springs AB, AA, BB (hartree/bohr^2):",
          ", ".join(f"{k:.3f}" for k in SPRINGS[p]))
for kt in (KT_HIGH, KT_LOW):
    print(f"kT = {kt:.3f} hartree, T = {kt * kelvin:.1f} K")
print(f"two-coordinate test, S from phase-space integral (k): {s_integral:.6f}")
print(f"two-coordinate test, S from mode frequencies (k): {s_modes:.6f}")
print(f"wave-vector mesh: {N_MESH} x {N_MESH} x {N_MESH}")
for p in PHASES:
    print(f"{p}: K_log (hartree/bohr^2): {K[p]:.6f}")
for s, masses in mass_sets.items():
    print(f"--- mass A {s}: {masses[0]:.0f} m_e")
    print(f"M_log (m_e): {np.sqrt(masses[0] * masses[1]):.1f}")
    for p in PHASES:
        print(f"{p}: w_log (1e-3 hartree): {1e3 * w_log[p, s]:.5f}")
        print(f"{p}: highest frequency on mesh (1e-3 hartree): "
              f"{1e3 * freq[p, s].max():.4f}")
        print(f"{p}: classical S at high kT (k/atom): {s_cl[p, s]:.5f}")
    print(f"classical S(eight)-S(six) (k/atom): {ds_cl[s]:.5f}")
    print(f"same from arithmetic mean frequency (k/atom): {ds_mean[s]:.5f}")
    for kt in (KT_HIGH, KT_LOW):
        print(f"quantum S(eight)-S(six), kT={kt:.3f} (k/atom): "
              f"{ds_q[s, kt]:.5f}")
    print(f"leading quantum correction, kT={KT_HIGH:.3f} (k/atom): "
          f"{leading_correction(s, KT_HIGH):.5f}")
print("--- comparisons")
print(f"rise of S on doubling mass A, six (k/atom): {shift['six']:.5f}")
print(f"rise of S on doubling mass A, eight (k/atom): {shift['eight']:.5f}")
print(f"1.5*ln(K_log six/K_log eight) (k/atom): {ds_formula:.5f}")
print(f"same on mesh with twice the divisions (k/atom): {ds_fine:.5f}")
print(f"classical difference (J/(mol K), per mole of atoms): "
      f"{ds_formula * const.R:.3f}")
print(f"elements minus compound, original mass A (k/atom): {sep_original:.5f}")
print(f"elements minus compound, doubled mass A (k/atom): {sep_doubled:.5f}")
print("OK")
```

It prints:

```
mass A, mass B (m_e): 20000, 100000
six: springs AB, AA, BB (hartree/bohr^2): 0.040, 0.004, 0.008
eight: springs AB, AA, BB (hartree/bohr^2): 0.025, 0.010, 0.004
kT = 0.005 hartree, T = 1578.9 K
kT = 0.001 hartree, T = 315.8 K
two-coordinate test, S from phase-space integral (k): 5.087694
two-coordinate test, S from mode frequencies (k): 5.087694
wave-vector mesh: 24 x 24 x 24
six: K_log (hartree/bohr^2): 0.082189
eight: K_log (hartree/bohr^2): 0.066730
--- mass A original: 20000 m_e
M_log (m_e): 44721.4
six: w_log (1e-3 hartree): 1.35565
six: highest frequency on mesh (1e-3 hartree): 2.5016
six: classical S at high kT (k/atom): 6.91547
eight: w_log (1e-3 hartree): 1.22153
eight: highest frequency on mesh (1e-3 hartree): 2.4025
eight: classical S at high kT (k/atom): 7.22800
classical S(eight)-S(six) (k/atom): 0.31253
same from arithmetic mean frequency (k/atom): 0.26841
quantum S(eight)-S(six), kT=0.005 (k/atom): 0.31045
quantum S(eight)-S(six), kT=0.001 (k/atom): 0.26821
leading quantum correction, kT=0.005 (k/atom): -0.00210
--- mass A doubled: 40000 m_e
M_log (m_e): 63245.6
six: w_log (1e-3 hartree): 1.13996
six: highest frequency on mesh (1e-3 hartree): 1.8847
six: classical S at high kT (k/atom): 7.43533
eight: w_log (1e-3 hartree): 1.02718
eight: highest frequency on mesh (1e-3 hartree): 1.7721
eight: classical S at high kT (k/atom): 7.74786
classical S(eight)-S(six) (k/atom): 0.31253
same from arithmetic mean frequency (k/atom): 0.30234
quantum S(eight)-S(six), kT=0.005 (k/atom): 0.31102
quantum S(eight)-S(six), kT=0.001 (k/atom): 0.27813
leading quantum correction, kT=0.005 (k/atom): -0.00152
--- comparisons
rise of S on doubling mass A, six (k/atom): 0.51986
rise of S on doubling mass A, eight (k/atom): 0.51986
1.5*ln(K_log six/K_log eight) (k/atom): 0.31253
same on mesh with twice the divisions (k/atom): 0.31252
classical difference (J/(mol K), per mole of atoms): 2.599
elements minus compound, original mass A (k/atom): 0.31253
elements minus compound, doubled mass A (k/atom): 0.31253
OK
```
